\section*{Macaluso–Corbino rotation and a ninety-degree filter at the sodium D lines}

\section*{Problem}

Weak, linearly polarized light of frequency $\nu$ travels a length $L$ through sodium vapour of number density $N$, parallel to a static field $B$. The D1 line ($3s$ to $3p_{1/2}$) lies at $\nu_1$ and the D2 line ($3s$ to $3p_{3/2}$) at $\nu_2=\nu_1+a$. Write $\Delta_1=\nu-\nu_1$, $\Delta_2=\nu-\nu_2$, $b=\mu_BB/h$ and $\mathcal N=NL$ for the column density.

\begin{enumerate}
\item Find the polarization rotation to first order in $B$, outside the absorption cores of both lines.
\item Determine where it falls as the inverse square of the detuning.
\item A cell between crossed polarizers is to turn the polarization by $90^\circ$ at 20 GHz below D1, with an optical depth of 0.010 there. Find the field and the column density, and the width of the passband.
\end{enumerate}

Use the rough values $\nu=510$ THz, $a=500$ GHz, ground-state hyperfine constant $A=0.9$ GHz and atomic mass 23 u. The vapour is at 500 K and the cell is 0.10 m long. Take the electron spin $g$-factor as 2 and the total $s$–$p$ oscillator strength as 1.

\section*{Solution}

\subsection*{From refractive indices to an angle}

Let $B$ point along $+z$, with time factor $e^{-i\omega t}$ and $\omega=2\pi\nu$. The vectors $\mathbf e_\pm=(\hat x\pm i\hat y)/\sqrt2$ describe circular light that drives $\Delta m=\pm1$. Incident light along $\hat x=(\mathbf e_++\mathbf e_-)/\sqrt2$ emerges as $(t_+\mathbf e_++t_-\mathbf e_-)/\sqrt2$, where $t_\pm=e^{i\phi_\pm}$ and $\phi_\pm=2\pi\nu Ln_\pm/c$. Its components are
\begin{equation}
E_x\propto\frac{t_++t_-}{2},\qquad E_y\propto\frac{i(t_+-t_-)}{2}.
\end{equation}
For real phases, put $d=(\phi_+-\phi_-)/2$. Apart from a common phase, $E_x\propto\cos d$ and $E_y\propto-\sin d$. The rotation, counted positive in the right-handed sense about $B$, is therefore
\begin{equation}
\theta=-d=\frac{\pi\nu L}{c}(n_--n_+).
\end{equation}

For a dilute gas of oscillators with strength $f$ and resonance $\omega_0$,
\begin{equation}
n-1=\frac{Ne^2}{2\varepsilon_0m_e}\frac{f}{\omega_0^2-\omega^2}
\simeq-\frac{r_ec^2N}{4\pi\nu}\,\frac{f}{\Delta},
\end{equation}
because $e^2/(\varepsilon_0m_e)=4\pi r_ec^2$, with $r_e$ the classical electron radius, and $\omega_0^2-\omega^2\simeq-2\omega(\omega-\omega_0)=-8\pi^2\nu\Delta$. The near-resonance step costs a relative error of order $|\Delta|/\nu$. Damping replaces $\Delta$ by $\Delta+i\gamma/2$, where $\gamma$ is the full width in frequency. If $R_\pm$ denotes the sum of strength over detuning for each circular polarization, then
\begin{equation}
\theta=\frac{r_ec\,\mathcal N}{4}\,\mathrm{Re}(R_+-R_-).
\label{eq:theta}
\end{equation}

\subsection*{Strengths and Zeeman shifts}

Light acts on the orbital motion and leaves the spin alone. For $\sigma_+$ light the excited state is $|1,\uparrow\rangle$ or $|1,\downarrow\rangle$, the first label being $m_L$. The fine-structure states needed are
\begin{align}
|\tfrac32,\tfrac32\rangle&=|1,\uparrow\rangle,\\
|\tfrac32,\tfrac12\rangle&=\sqrt{\tfrac23}\,|0,\uparrow\rangle+\sqrt{\tfrac13}\,|1,\downarrow\rangle,\\
|\tfrac12,\tfrac12\rangle&=\sqrt{\tfrac23}\,|1,\downarrow\rangle-\sqrt{\tfrac13}\,|0,\uparrow\rangle .
\end{align}
A spin-up atom absorbs on D2 with strength 1. A spin-down atom absorbs on D1 with strength $2/3$ and on D2 with strength $1/3$. With equal spin populations, D1 has strength $1/3$ and D2 has $1/2+1/6=2/3$.

The Zeeman energy divided by $h$ is $b(L_z+2S_z)$. Its expectation values in the three states above are $2b$, $2b/3$ and $b/3$, while the ground states lie at $\pm b$. The $\sigma_+$ shifts are therefore
\begin{equation}
\text{D1: }\frac b3+b=\frac{4b}3;\qquad
\text{D2: }2b-b=b\ \text{ and }\ \frac{2b}3+b=\frac{5b}3 .
\end{equation}
Since $1/(\Delta-s)\simeq1/\Delta+s/\Delta^2$, each shift $s$ enters weighted by its strength:
\begin{equation}
\frac13\cdot\frac{4b}3=\frac{4b}9,\qquad
\frac12\cdot b+\frac16\cdot\frac{5b}3=\frac{7b}9 .
\end{equation}

The field also mixes the two excited states with $m=1/2$. Since $L_z+2S_z$ is 1 in $|0,\uparrow\rangle$ and 0 in $|1,\downarrow\rangle$, its matrix element between them is $-\sqrt{1/3}\sqrt{2/3}=-\sqrt2/3$. First-order perturbation of the response of $|1,\downarrow\rangle$ gives two equal cross terms. With the spin-down population $1/2$ they contribute
\begin{equation}
\frac12\cdot2\sqrt{\frac23}\sqrt{\frac13}\left(-\frac{\sqrt2}3\right)\frac b{\Delta_1\Delta_2}
=-\frac29\,\frac b{\Delta_1\Delta_2}.
\end{equation}

Finally, the spins are slightly polarized. For $hb\ll kT$ the populations are $p_{\uparrow,\downarrow}=\frac12(1\mp hb/kT)$, which changes $R_+$ by
\begin{equation}
\frac{hb}{2kT}\left[-\frac1{\Delta_2}+\frac2{3\Delta_1}+\frac1{3\Delta_2}\right]
=\frac{hb}{3kT}\left(\frac1{\Delta_1}-\frac1{\Delta_2}\right).
\end{equation}

Reversing all magnetic quantum numbers turns $\sigma_+$ into $\sigma_-$ and changes the sign of every term linear in $B$. The difference $R_+-R_-$ is thus twice the linear part of $R_+$, and equation~\eqref{eq:theta} becomes
\begin{equation}
\theta=\frac{r_ec\,\mathcal Nb}{2}\left[
\frac4{9\Delta_1^2}+\frac7{9\Delta_2^2}-\frac2{9\Delta_1\Delta_2}
+\frac h{3kT}\left(\frac1{\Delta_1}-\frac1{\Delta_2}\right)\right].
\label{eq:full}
\end{equation}
This answers the first question, with hyperfine and Doppler structure still left out.

\subsection*{Where the inverse-square law holds}

Close to D1 on the scale of $a$, the first term dominates:
\begin{equation}
\theta\simeq\frac{2r_ec\,\mathcal Nb}{9\Delta_1^2}.
\label{eq:wing}
\end{equation}
The rotation has the same sign on both sides of the line, because the two displaced dispersion curves are subtracted. Dividing the bracket in \eqref{eq:full} by its first term gives the correction factor
\begin{equation}
1-\frac r2+\frac{7r^2}4+\frac{3h\Delta_1}{4kT}(1-r),\qquad r=\frac{\Delta_1}{\Delta_2}.
\label{eq:corr}
\end{equation}

Close to D2 on the scale of $a$, the second term of \eqref{eq:full} dominates in the same way, and $\theta\simeq7r_ec\,\mathcal Nb/(18\Delta_2^2)$, a second inverse-square region.

Three further effects set the inner limit of the D1 wing. With $\delta=4b/3$, the unexpanded Zeeman pair is
\begin{equation}
\frac1{\Delta_1-\delta}-\frac1{\Delta_1+\delta}=\frac{2\delta}{\Delta_1^2-\delta^2},
\end{equation}
which raises the rotation by the fraction $\delta^2/\Delta_1^2$. Averaging $1/(\Delta_1-u)^2$ over Doppler shifts $u$ of variance $\sigma^2$ raises it by $3\sigma^2/\Delta_1^2$. The ground hyperfine term $A\,\mathbf I\cdot\mathbf S$ has no effect in first order, since the trace of $\mathbf I$ over equally populated nuclear states vanishes. Terms in $A^2$ without $B$ cancel in $R_+-R_-$, so the leading correction is of order $A^2b/\Delta_1^4$, a fraction of order $A^2/\Delta_1^2$. This leading fraction does not depend on $B$. Diagonalizing at 0.01 T, without broadening and with equal populations, gives 1.48\% at $-10$ GHz and 0.375\% at $-20$ GHz, close to the expected factor of four.

A third inverse-square region lies far outside both lines, for $a\ll|\Delta|\ll\nu$; the upper bound comes from the near-resonance step. Measure $\Delta$ from the strength-weighted mean frequency, so that $\Delta_1=\Delta+2a/3$ and $\Delta_2=\Delta-a/3$. The terms of first order in $a/\Delta$ from the three Zeeman terms add to
\begin{equation}
\frac49\left(-\frac43\right)+\frac79\left(\frac23\right)-\frac29\left(-\frac13\right)
=\frac{-16+14+2}{27}=0,
\end{equation}
and their leading coefficients add to $4/9+7/9-2/9=1$. The thermal term contains $1/\Delta_1-1/\Delta_2=-a/(\Delta_1\Delta_2)\simeq-a/\Delta^2$. Hence
\begin{equation}
\theta\simeq\frac{r_ec\,\mathcal Nb}{2\Delta^2}\left(1-\frac{ha}{3kT}\right).
\end{equation}
With $kT/h=10418$ GHz the factor in parentheses is 0.984. The model, evaluated ten splittings below the mean frequency, gives 0.992; the difference is of the order $(a/\Delta)^2$ of the neglected terms. The model shares the near-resonance approximation, whose error $|\Delta|/\nu$ is about 1\% at this detuning, so the comparison does not test that step. Where both $|\Delta_1|$ and $|\Delta_2|$ are comparable with $a$, all terms of \eqref{eq:full} contribute and no single inverse-square law applies.

\subsection*{Why absorption is needed to fix the design}

Equation~\eqref{eq:wing} contains only the product $\mathcal Nb$. A rotation of $90^\circ$ cannot determine both factors; the permitted absorption supplies the second condition.

The natural width follows from the oscillator strength. For unit strength, $2m_e\omega|z|^2/\hbar=1$, so the squared dipole element is $D^2=e^2\hbar/(2m_e\omega)$. The golden-rule emission rate per solid angle is $\omega^3D^2\sin^2\vartheta/(8\pi^2\varepsilon_0\hbar c^3)$. The angular integral of $\sin^2\vartheta$ is $8\pi/3$, giving
\begin{equation}
\Gamma=\frac{\omega^3D^2}{3\pi\varepsilon_0\hbar c^3}=\frac{2r_e\omega^2}{3c},\qquad
\gamma=\frac\Gamma{2\pi}=\frac{r_e\omega^2}{3\pi c}=10.24\ \text{MHz}.
\end{equation}

The intensity absorption coefficient is $(4\pi\nu/c)\,\mathrm{Im}\,n$. In the wing, $-\mathrm{Im}[1/(\Delta_1+i\gamma/2)]\simeq\gamma/(2\Delta_1^2)$. With D1 strength $1/3$, the optical depth and its relation to the rotation are
\begin{equation}
\tau=\frac{r_ec\,\mathcal N\gamma}{6\Delta_1^2},\qquad
\frac\theta\tau=\frac{4b}{3\gamma}.
\label{eq:ratio}
\end{equation}
Close to D1, where the contribution of D2 can be neglected, both quantities fall as $\Delta_1^{-2}$. Their ratio is then independent of detuning and proportional to the field. Collisional broadening, omitted here, would increase the wing absorption and call for a stronger field.

Setting $\theta=\pi/2$ at detuning $\Delta_F$ yields
\begin{equation}
B=\frac{3\pi h\gamma}{8\mu_B\tau},\qquad
\mathcal N=\frac{9\pi\Delta_F^2}{4r_ec\,b}.
\end{equation}

\subsection*{Numbers for the filter}

With $\mu_B/h=13.996$ GHz/T and $r_ec=8.448\times10^{-7}$ m$^2$/s,
\begin{align}
B&=\frac{3\pi}{8}\,\frac{0.010241\ \text{GHz}}{(13.996\ \text{GHz/T})(0.010)}
=0.0862\ \text{T}=862\ \text{G},\\
\mathcal N&=\frac{9\pi}{4}\,\frac{(20\times10^9\ \text{s}^{-1})^2}
{(8.448\times10^{-7}\ \text{m}^2\,\text{s}^{-1})(1.2065\times10^9\ \text{s}^{-1})}
=2.774\times10^{18}\ \text{m}^{-2}.
\end{align}

Diagonalizing the spin–orbit, Zeeman and ground hyperfine terms, with natural and Doppler broadening, gives $89.66^\circ$ at this column density. The small deficit is a balance of the corrections found above. At $r=20/520$, equation~\eqref{eq:corr} lowers the rotation by 1.8\%. The Zeeman term, with $\delta=1.609$ GHz, restores 0.65\%; the Doppler term, with $\sigma=0.723$ GHz, restores 0.39\%; and the hyperfine term restores 0.38\%. The net change is $-0.4\%$, in agreement with the model's ratio to the inverse-square law, 0.996.

Rotation is proportional to $\mathcal N$, so an angle of $90^\circ$ within the model requires
\begin{equation}
\mathcal N=2.785\times10^{18}\ \text{m}^{-2}=2.785\times10^{14}\ \text{cm}^{-2}.
\end{equation}
In the 0.10 m cell this means $N=2.785\times10^{19}$ m$^{-3}$. Saturated sodium vapour at 500 K has only about half this density, so a real cell needs a sodium reservoir some 15 to 20 K hotter, or about twice the length. The optical design hardly changes: at fixed column density, going from 500 to 520 K alters the model's angle by only $0.02^\circ$.

The model's optical depth is 0.0104, 4\% above the target. The largest part of the excess comes from the Zeeman splitting: averaging $1/(\Delta_1\mp\delta)^2$ adds $3\delta^2/\Delta_1^2=1.9\%$. To meet both conditions exactly within the model, the field must rise to $B=0.0894$ T and the column density fall to $\mathcal N=2.683\times10^{18}$ m$^{-2}$. This refinement is smaller than an effect the model omits. At $N=2.8\times10^{19}$ m$^{-3}$, resonant dipole–dipole interaction between sodium atoms adds roughly 1.5 MHz to the 10.24 MHz width of D1, even without buffer gas. That raises the optical depth of the closed-form design to about 0.012, and a real 0.10 m cell would need about 0.10 T and $\mathcal N\approx2.4\times10^{18}$ m$^{-2}$; the added width is proportional to $N$, so a longer cell at the same column density reduces it. The figures below keep the natural width alone, the closed-form field of 0.0862 T and the column density $2.785\times10^{18}$ m$^{-2}$.

Halving this field and doubling this column changes the angle only slightly, to $89.55^\circ$, but raises the optical depth to 0.0204, which shows why the second condition is needed.

The ratios of the model's rotation to \eqref{eq:wing} show the range of the law. They are 1.75 at $-4$ GHz, 1.05 at $-10$ GHz, 0.968 at $-50$ GHz and 1.24 at $+100$ GHz. The value 0.990 at $-200$ GHz does not mean that D1 acts alone there: with $r=2/7$, the terms $-r/2$ and $7r^2/4$ in \eqref{eq:corr} cancel, leaving the thermal correction.

\subsection*{Transmission and passband}

The second polarizer passes $E_y$, so the transmitted fraction is $|t_+-t_-|^2/4$. If both circular components have nearly the same amplitude $e^{-\tau/2}$, this becomes
\begin{equation}
T\simeq e^{-\tau}\sin^2\theta,\qquad
\theta\simeq\frac\pi2\left(\frac{\Delta_F}{\Delta_1}\right)^2 .
\end{equation}
At the design detuning the model gives $T=99.0\%$, without losses in windows or polarizers. Neglecting the small absorption, $T=1/2$ at $\theta=\pi/4$ and $3\pi/4$, hence at $\Delta_1=\sqrt2\,\Delta_F=-28.28$ GHz and $\Delta_1=\sqrt{2/3}\,\Delta_F=-16.33$ GHz. The model places these edges at $-28.06$ and $-16.44$ GHz, a passband 11.6 GHz wide.

This is not the filter's only passband. The rotation has the same sign above D1, so a similar band appears there, and closer to the line $\theta$ passes through further odd multiples of $90^\circ$. The same pattern surrounds D2, with bands of about 99\% transmission some 27 GHz on either side of that line. At the centre of D1 the two circular components are absorbed unequally, with optical depths of about 234 for $\sigma_+$ and 124 for $\sigma_-$ (mean 179); both are so large that the vapour is opaque. The design assumes light weak enough not to pump the atoms, and it omits excited-state hyperfine structure. Including sodium's $3p$ hyperfine constants, about 94 and 19 MHz, raises the two line-centre depths by about 9\%, to roughly 255 and 135, but changes the angle at the design detuning by only $0.04^\circ$.

\section*{Table of computed values}
\begin{verbatim}
Optical frequency (rough input): 510 THz
Fine-structure splitting (rough input): 500 GHz
Ground hyperfine constant (rough input): 0.9 GHz
Atomic mass (rough input): 23 u
Temperature: 500 K
Cell length: 0.10 m
Filter detuning from D1: -20.0 GHz
Permitted optical depth: 0.010 (dimensionless)
Classical electron radius: 2.81794e-15 m
Bohr magneton over h: 13.99624 GHz/T
r_e times c: 8.44797e-07 m^2/s
Natural full width: 10.241 MHz
Doppler standard deviation: 0.7232 GHz
Thermal frequency kT/h: 10418.3 GHz
Classical test, propagated angle: 0.591112 rad
Classical test, formula angle: 0.591199 rad
Far-wing ratio to unit-strength law: 0.99161
Far-wing predicted leading ratio: 0.98400
Hyperfine correction at -10 GHz: 1.476 %
Hyperfine correction at -20 GHz: 0.375 %
Ratio of hyperfine corrections: 3.938
Design magnetic field: 0.08620 T = 862.0 G
D1 circular-component shift: 1.6086 GHz
Column density, wing formula: 2.7741e+18 m^-2
Full-model angle at that column: 89.659 deg
Corrected column density: 2.7846e+18 m^-2 = 2.7846e+14 cm^-2
Atomic number density: 2.7846e+19 m^-3
Full-model optical depth: 0.01036 (dimensionless)
Transmission at filter detuning: 98.969 %
Full/inverse-square ratio at -4 GHz: 1.7492
Full/inverse-square ratio at -10 GHz: 1.0507
Full/inverse-square ratio at -20 GHz: 0.9962
Full/inverse-square ratio at -50 GHz: 0.9679
Full/inverse-square ratio at -100 GHz: 0.9598
Full/inverse-square ratio at -200 GHz: 0.9898
Full/inverse-square ratio at +20 GHz: 1.0401
Full/inverse-square ratio at +100 GHz: 1.2440
Local inverse power at -20 GHz: 2.0442
Half field, double column: angle 89.553 deg
Half field, double column: optical depth 0.02043
Inner half-transmission edge, full: -16.437 GHz
Inner half-transmission edge, formula: -16.330 GHz
Outer half-transmission edge, full: -28.058 GHz
Outer half-transmission edge, formula: -28.284 GHz
Passband full width: 11.621 GHz
Optical depth at D1 centre: 179.1 (dimensionless)
\end{verbatim}
